# Joint density-functional theory and its reduction to a density-based continuum liquid, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The joint search and the response of the liquid

### 1. One electron, one solvent particle, two sites

Let one electron live on two sites and hop between them with matrix element $-t$. A solvent particle sits on site $R=1$ or $R=2$ and does not hop. When both are on the same site the energy rises by $u$. The electron has site energies $v_1,v_2$ and the solvent particle $w_1,w_2$. For each position $R$ of the solvent particle the electron has the Hamiltonian

$$
H_R=\begin{pmatrix} v_1+u\,\delta_{R1} & -t\\ -t & v_2+u\,\delta_{R2}\end{pmatrix}+w_R .
$$

A statistical state consists of two positive matrices $\Gamma_1,\Gamma_2$ with $\mathrm{Tr}\,\Gamma_1+\mathrm{Tr}\,\Gamma_2=1$, where $\mathrm{Tr}\,\Gamma_R$ is the probability of finding the solvent particle at $R$. The free energy of such a state is

$$
\Omega[\Gamma]=\sum_R \mathrm{Tr}\,\Gamma_R\,(H_R+kT\ln\Gamma_R),
$$

and its minimum is the equilibrium value $-kT\ln\sum_R\mathrm{Tr}\,e^{-H_R/kT}$.

The minimum can be taken in two stages. Call $n=(\Gamma_1)_{11}+(\Gamma_2)_{11}$ the electron's occupation of site 1 and $N=\mathrm{Tr}\,\Gamma_1$ that of the solvent particle. All states with the same $n$ and $N$ share the external energy $v_1n+v_2(1-n)+w_1N+w_2(1-N)$. Within such a class only the hopping, repulsion and entropy vary. Their minimum is a function $G(n,N)$ that knows nothing of $v$ and $w$. The second stage minimizes $G$ plus the external energy over two numbers.

Take $kT=0.5\,t$, $u=1.5\,t$, $v=(0.3,-0.3)\,t$ and $w=(-0.2,0.2)\,t$. Real symmetric matrices suffice here; they have five free parameters, of which the first stage fixes two and searches three. The two-stage search gives $-1.00245\,t$, and so does the partition sum. Both routes give $n=0.2425$ and $N=0.8172$: the particles prefer different sites.

What does the interaction contribute at these densities? Subtract from $G$ the corresponding functions of the electron alone and the solvent particle alone. The remainder is $\Delta A=0.379\,t$. If the particles were placed independently, the mean repulsion would be

$$
u\,[nN+(1-n)(1-N)]=1.5\,t\,(0.1982+0.1385)=0.505\,t .
$$

The exact coupling is lower, as it must be. The product of the two isolated minimizing states is an allowed trial state, its entropy is the sum of the two entropies, and its interaction energy is the mean repulsion. So $\Delta A$ cannot exceed that value. The difference is the gain from correlation, which a mean-field coupling gives up.

### 2. Which particles carry the densities

Now let the solute be a molecule with fixed nuclei and $N_s$ electrons, in a liquid that exchanges particles with a reservoir. The whole system is enclosed in a large box so that equilibrium exists. I use Hartree atomic units and Gaussian electrostatics, so a charge $q$ makes the potential $q/r$. An electron has charge $-1$. The potential energy of an electron in the field of the solute nuclei is $V(\mathbf r)$.

There is an obstacle to speaking of "the density of solute electrons". If all electrons are identical, an ensemble determines their total density $n_{\rm tot}$, not a division into solute and solvent parts. Suppose one writes $n_{\rm tot}=n+n_l$ and minimizes over $n_l\ge0$ at fixed $n$. The energy depends on the sum alone. For every $n$ that nowhere exceeds the equilibrium $n_{\rm tot}$, one may choose $n_l=n_{\rm tot}-n$ and reach the same minimum. The search then has no power to select $n$.

The statement made here therefore rests on an assumption: solute electrons are a species distinct from solvent electrons. The Pauli repulsion between the two groups is represented by an interaction, and charge transfer between solute and liquid is excluded. This is reasonable for a closed-shell solute whose electrons stay on it. It fails for a solvated electron shared among solvent molecules, or for a bond that forms between solute and solvent.

The Hamiltonian is then

$$
\hat H=\hat H_s+\hat H_l+\hat U+\hat V+\hat V_l .
$$

Here $\hat H_s$ holds the kinetic energy and mutual repulsion of the solute electrons, and $\hat H_l$ describes the liquid alone, both its nuclei and its electrons. $\hat U$ couples solute electrons to the liquid, $\hat V$ is the action of the solute nuclei on solute electrons, and $\hat V_l$ their action on the liquid. The repulsion among the fixed solute nuclei is a constant, added at the end. Let $\hat M$ be the sum of chemical potential times particle number over the liquid's species.

### 3. The variational principle and the constrained search

For a density operator $\Gamma$ of unit trace define

$$
\Omega[\Gamma]=\mathrm{Tr}\,\Gamma(\hat H-\hat M+kT\ln\Gamma).
$$

Let $\Gamma_0=e^{-(\hat H-\hat M)/kT}/Z$. Then $\hat H-\hat M=-kT\ln\Gamma_0-kT\ln Z$, and insertion gives

$$
\Omega[\Gamma]=-kT\ln Z+kT\,\mathrm{Tr}\,\Gamma(\ln\Gamma-\ln\Gamma_0).
$$

The last trace is not negative. To see this, let $p_i,|i\rangle$ be the eigenvalues and eigenvectors of $\Gamma$, and $q_j,|j\rangle$ those of $\Gamma_0$. Because both bases are complete,

$$
\mathrm{Tr}\,\Gamma(\ln\Gamma-\ln\Gamma_0)=\sum_{ij}|\langle i|j\rangle|^2\,p_i\ln\frac{p_i}{q_j}
\ge\sum_{ij}|\langle i|j\rangle|^2(p_i-q_j)=1-1=0 .
$$

The inequality is $x\ln(x/y)\ge x-y$, which follows from $\ln z\le z-1$ with $z=y/x$. Hence the minimum of $\Omega[\Gamma]$ is the equilibrium grand free energy $\Omega=-kT\ln Z$.

Every $\Gamma$ yields one solute electron density $n(\mathbf r)$ and one set of solvent nuclear densities $N_\alpha(\mathbf r)$, with $\alpha$ labelling the kinds of nuclei. Group the $\Gamma$ by these densities. A minimum over a set equals the minimum over groups of the minimum within each group, so

$$
\Omega=\min_{n,\{N_\alpha\}}\Big\{G_V[n,\{N_\alpha\}]+\int V n\,d^3r\Big\},
$$

$$
G_V[n,\{N_\alpha\}]=\min_{\Gamma\to n,\{N_\alpha\}}\mathrm{Tr}\,\Gamma(\hat H_s+\hat H_l+\hat U+\hat V_l-\hat M+kT\ln\Gamma).
$$

The term $\int Vn$ comes outside because it is the same for every member of a group. The densities range over those that some $\Gamma$ yields, and I assume that the minima are attained.

The subscript $V$ marks a difference from the two-site model. The solute nuclei act on solvent electrons too, and the density of those electrons is not among the fixed variables. That energy stays in the inner search. $G_V$ thus depends on the solute nuclei, while the functionals of the isolated parts do not:

$$
F[n]=\min_{\Gamma_s\to n}\mathrm{Tr}\,\Gamma_s(\hat H_s+kT\ln\Gamma_s),\qquad
\Phi[\{N_\alpha\}]=\min_{\Gamma_l\to\{N_\alpha\}}\mathrm{Tr}\,\Gamma_l(\hat H_l-\hat M+kT\ln\Gamma_l).
$$

Define the coupling functional as the remainder, $\Delta A=G_V-F-\Phi$. Then

$$
\boxed{\;\Omega=\min_{n,\{N_\alpha\}}\Big\{F[n]+\int Vn\,d^3r+\Phi[\{N_\alpha\}]+\Delta A[n,\{N_\alpha\};V]\Big\}\;}
$$

This is joint density-functional theory. Under the two-species assumption no approximation has been made, but $\Delta A$ is defined by a search as hard as the original problem. The practical gain lies in having separated a quantity that can be modelled.

### 4. Eliminating the liquid

Let $\Phi_0$ be the minimum of $\Phi$, the grand free energy of the liquid without solute. Carry out the search over solvent densities first:

$$
A_{\rm solv}[n]=\min_{\{N_\alpha\}}\{\Phi+\Delta A\}-\Phi_0,\qquad
\Omega-\Phi_0=\min_n\Big\{F[n]+\int Vn\,d^3r+A_{\rm solv}[n]\Big\}.
$$

The solute electrons feel the liquid through $\delta A_{\rm solv}/\delta n$. Let $N_\alpha^*[n]$ be the minimizing solvent densities. If they vary smoothly with $n$, the chain rule gives

$$
\frac{\delta A_{\rm solv}}{\delta n(\mathbf r)}=\frac{\delta\Delta A}{\delta n(\mathbf r)}\bigg|_{N^*}
+\sum_\alpha\int\frac{\delta(\Phi+\Delta A)}{\delta N_\alpha(\mathbf r')}\bigg|_{N^*}\frac{\delta N_\alpha^*(\mathbf r')}{\delta n(\mathbf r)}\,d^3r' .
$$

The first factor in the integral vanishes because $N^*$ is stationary. So the explicit dependence of the coupling on $n$ suffices, and the shift of the solvent need not be differentiated. In the two-site model at $n=0.4$, the slope of the solvent-minimized free energy is $0.6439\,t$ when the solvent follows and $0.6438\,t$ when it is held at its minimizing position. The two agree within the error of the finite differences used.

In a Kohn–Sham or Hartree–Fock treatment of $F$, the orbital equations therefore keep their form, with $\delta A_{\rm solv}/\delta n$ added to the potential energy.

### 5. From solvent densities to polarization

Approximations begin here. The first is mean-field electrostatic coupling. With $\rho_{\rm nuc}$ the charge density of the solute nuclei, the solute charge density is $\rho_s=\rho_{\rm nuc}-n$. If the liquid has mean charge density $\rho_l$, the coupling energy is taken as

$$
\iint\frac{\rho_s(\mathbf r)\rho_l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

Correlation between individual solute electrons and solvent molecules, dispersion included, is lost.

The second is a cavity closure. The short-range repulsion keeps solvent out of regions where $n$ is large. Its effect is modelled by saying that the liquid, before it feels the electrostatic field, has density $N_b\,s(n(\mathbf r))$, where $N_b$ is the bulk density and $s$ falls from 1 at $n=0$ to 0 at large $n$. This reference liquid is taken as uncharged and unpolarized everywhere. Its free energy above $\Phi_0$ is $A_{\rm cav}[n]$. Neither linearity nor locality of the response supplies the function $s$; it is a separate piece of physics that must be modelled.

The liquid's charge has two sources. Neutral molecules carry a dipole moment per volume $\mathbf P$, which makes the charge density $-\nabla\cdot\mathbf P$. Higher molecular multipoles are dropped. Dissolved ions add $\rho_i$. Thus

$$
\rho_l=-\nabla\cdot\mathbf P+\rho_i .
$$

The search over liquid states can be grouped again, now by $\mathbf P$ and $\rho_i$. Everything else about the liquid, including the motion of its electrons, is relaxed inside each group. What remains is a functional of $\mathbf P$ and $\rho_i$ at given $n$.

### 6. Linear and local response: of what, to what?

Linear response means that this functional is kept to second order in $\mathbf P$ and $\rho_i$. There is no first-order term apart from the coupling to $\rho_s$, since the reference liquid is at its minimum when $\mathbf P=0$ and $\rho_i=0$. A change of solvent density caused by the field enters as density change times $P^2$, which is of third order or higher, so the cavity keeps its reference shape.

The second-order cost contains the Coulomb energy of the liquid's mean charge with itself. That part is long-ranged and is kept explicitly. Locality is assumed for the rest:

$$
\frac12\int\frac{P^2}{\chi(\mathbf r)}\,d^3r+\frac12\int\frac{\rho_i^2}{X(\mathbf r)}\,d^3r .
$$

A mixed local term would have to join a vector to a scalar. In the isotropic bulk there is no direction to do so; at the cavity surface there is one, and its effect is neglected.

The separation of the Coulomb part decides what "local response" can mean. Consider a uniform liquid without ions in an external field $\mathbf E_{\rm ext}$, and let $\mathbf P=\chi\mathbf E$ with $\mathbf E$ the total field. The polarization charge makes a field $-4\pi\mathbf P_L$, where $L$ marks the longitudinal (curl-free) part. Then

$$
\mathbf P_L=\chi(\mathbf E_{{\rm ext},L}-4\pi\mathbf P_L)
\;\Rightarrow\;\mathbf P_L=\frac{\chi}{1+4\pi\chi}\,\mathbf E_{{\rm ext},L},
$$

while a transverse external field would be answered with the full $\chi$. Two different factors for the two parts require splitting the field into them, and that splitting uses $\mathbf k\mathbf k/k^2$ in Fourier space, a long-ranged operation in real space. So the response to the external field is nonlocal even when the response to the total field is local. Locality of the response to the total field is what is assumed. The field of static charges has no transverse part, so in a uniform liquid without ions the difference does not show for them; where $\chi$ varies in space, it generally does.

### 7. The two response coefficients

For ions an explicit result is available in the ideal case. Let monovalent cations and anions each have reservoir concentration $c$ and local densities $c+\delta_\pm$. Their ideal free energy density, measured from equilibrium with the reservoir, is

$$
f=kT\sum_\pm\Big[(c+\delta_\pm)\ln\frac{c+\delta_\pm}{c}-\delta_\pm\Big]
=kT\,\frac{\delta_+^2+\delta_-^2}{2c}+\dots
$$

since $(c+\delta)\ln(1+\delta/c)=\delta+\delta^2/2c+\dots$. At fixed charge $\rho_i=\delta_+-\delta_-$ the sum of squares is least for $\delta_+=-\delta_-=\rho_i/2$. This gives $f=kT\rho_i^2/4c$. Comparison with $\rho_i^2/2X$ yields

$$
X_b=\frac{2c}{kT}.
$$

A numerical minimization of the full logarithmic expression at $\rho_i=0.05\,c$ gives $2.0001$ for $XkT/c$.

For molecules, suppose each acquires a dipole $\mathbf p$ at the cost $p^2/2\alpha$. At density $N$ the polarization is $\mathbf P=N\mathbf p$ and the cost per volume is $Np^2/2\alpha=P^2/(2N\alpha)$, so $\chi=N\alpha$. With $N=N_bs(n)$ this suggests $\chi=\chi_b\,s(n)$, where $\chi_b$ is fitted to the bulk permittivity $\varepsilon_b=1+4\pi\chi_b$. In a dense liquid $\alpha$ itself may depend on $N$, so proportionality to $s$ is a model choice. For the ions I take $X=X_b\,s(n)$ with the same $s$, which lets ions approach the solute as closely as solvent does.

## Part II. The continuum equation, its limits and an ion

### 8. What is carried over

The solute has electron density $n$ and charge density $\rho_s=\rho_{\rm nuc}-n$. The joint search leaves the solute with the functional $F[n]+\int Vn\,d^3r+A_{\rm solv}[n]$. The liquid is described by a cavity function $s(n)$, a polarization $\mathbf P$ and an ionic charge density $\rho_i$, with local coefficients $\chi=\chi_bs(n)$ and $X=X_bs(n)$, where $X_b=2c/kT$. In mean field and to second order, the electrostatic free energy to be minimized at given $n$ is

$$
\mathcal A[\mathbf P,\rho_i]=\frac12\iint\frac{\rho_{\rm tot}(\mathbf r)\rho_{\rm tot}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
+\frac12\int\frac{P^2}{\chi}\,d^3r+\frac12\int\frac{\rho_i^2}{X}\,d^3r,
$$

$$
\rho_{\rm tot}=\rho_s-\nabla\cdot\mathbf P+\rho_i .
$$

The double integral contains the solute–liquid coupling, the liquid's own Coulomb energy, and the solute's own Coulomb energy. The last is already present in the solute's functional and will be subtracted. The cavity free energy $A_{\rm cav}[n]$ is added separately. Units are atomic, with Gaussian electrostatics.

The joint search has been reduced, by a mean-field coupling, a modelled cavity and a linear, local response, to an electrostatic free energy in $\mathbf P$ and $\rho_i$ at given $n$. It remains to minimize it, to find the potential felt by the solute electrons, and to test the resulting model and its limits, including on a fluoride ion.

All numerical values are calculated from the stated model.
